# Fermi Level of Uncompensated n-Type Silicon in Strong Freeze-Out, part 2

Silicon contains $N_D$ identical donors per unit volume. The problem is how the Fermi level $\mu$ moves as electrons return to the donors on cooling, and how much of the answer survives in real silicon. Energies are measured from the conduction-band edge, $k$ is Boltzmann's constant, and

$$x=e^{\mu/kT},\qquad a=\frac{E_d}{kT}.$$

A donor holding one electron has $g$ states at energy $-E_d$. A donor state with $j$ electrons and energy $E$ has statistical weight $e^{-(E-j\mu)/kT}$. The basic model has no acceptors and at most one electron per donor.

The band has six equivalent valleys with masses $m_l$ (once) and $m_t$ (twice). For $x\ll1$ its electron density is

$$n=N_c\,x,\qquad N_c=2\left(\frac{2\pi m\,kT}{h^2}\right)^{3/2},\qquad m=(36\,m_lm_t^2)^{1/3}.$$

The density of ionized donors is

$$N_D^+=\frac{N_D}{1+g\,x\,e^{a}}.$$

In strong freeze-out, $N_D^+\ll N_D$, neutrality $n=N_D^+$ gives the offset from the midpoint between donor level and band edge:

$$\Delta=\mu+\frac{E_d}{2}=\frac{kT}{2}\ln\frac{N_D}{gN_c}=\frac34\,kT\left(1+\ln\frac{T_p}{T}\right).$$

Its maximum is $\Delta(T_p)=\frac34kT_p$, at the temperature $T_p$ where

$$N_c(T_p)=\frac{N_D}{g\,e^{3/2}}.$$

The midpoint is crossed again at $T=eT_p$. With $\varepsilon=E_d/kT_p$, the ionized fraction $r=n/N_D$ at $T_p$ is

$$r=\frac{e^{-3/4}}{g}\,e^{-\varepsilon/2}.$$

Part (g) treated a finite crystal of volume $V$ with $M=N_DV$ donors, neutral with $M$ electrons. With $F(N)$ the free energy for $N$ electrons, it defined

$$\mu=\frac{F(M+1)-F(M-1)}{2}$$

and recovered the same $\Delta$, even when the mean number of band electrons is far below one.

The closing table also lists numerical checks of these earlier results: the scaled model at several $E_d/kT_p$, the cases $g=4$ and a two-dimensional band (predicted height $\frac12kT_p$), and the finite crystal ("canonical").

### (h) What are the numbers for silicon?

Take $N_D=10^{17}\ \mathrm{cm^{-3}}$, $g=2$, and rough values for phosphorus in silicon: $E_d=45$ meV, $m_l=0.92$ and $m_t=0.19$ free-electron masses. Find $T_p$, the maximum and the electron density there.

**Solution.** The density-of-states mass is $(36\times0.92\times0.19^2)^{1/3}=1.061$ free-electron masses. With these masses $N_c(300\ \mathrm K)=2.744\times10^{19}\ \mathrm{cm^{-3}}$, which serves as a reference for scaling. At the maximum,

$$N_c(T_p)=\frac{10^{17}}{2e^{3/2}}\ \mathrm{cm^{-3}}=1.116\times10^{16}\ \mathrm{cm^{-3}}.$$

Since $N_c\propto T^{3/2}$,

$$T_p=300\ \mathrm K\left(\frac{1.116\times10^{16}}{2.744\times10^{19}}\right)^{2/3}=1.65\ \mathrm K.$$

Here $kT_p=0.1419$ meV, and the height is $\frac34\times0.1419=0.106$ meV. The Fermi level lies at $-22.5+0.106=-22.39$ meV. Solving the full neutrality condition gives the same values, as expected for $E_d/kT_p=317$. The offset varies as follows.

| $T$ (K) | $\Delta$ (meV) |
|---|---|
| 0.41 | +0.063 |
| 0.82 | +0.090 |
| 1.65 | +0.106 |
| 3.29 | +0.065 |
| 4.48 | 0.000 |
| 6.59 | −0.164 |

The maximum is broad and low: 0.106 meV beside a donor depth of 45 meV. Because $N_c(T_p)\propto N_D$, $T_p$ and the height both scale as $N_D^{2/3}$. With the other inputs fixed, the maximum lies at 0.076 K for $10^{15}\ \mathrm{cm^{-3}}$, 0.35 K for $10^{16}\ \mathrm{cm^{-3}}$ and 7.6 K for $10^{18}\ \mathrm{cm^{-3}}$.

The ionized fraction at the maximum is $\frac12e^{-3/4}e^{-317.2/2}\approx10^{-69.5}$, so $n\approx10^{-52.5}\ \mathrm{cm^{-3}}$. No laboratory sample would contain a free electron. The Fermi level keeps its meaning through part (g), but such a number warns that small omissions in the model may matter.

### (i) What if a donor can bind a second electron?

A neutral donor in silicon can bind a second electron weakly, forming the state D⁻. Let the binding energy be $E_b\ge0$, and let the two electrons form one spin singlet. Find the new offset and decide whether the maximum survives.

**Solution.** The doubly occupied donor has energy $-E_d-E_b$ and two electrons, hence weight $x^2e^{a+b}$ with $b=E_b/kT$. The sum of weights is $1+gxe^{a}+x^2e^{a+b}$. Neutral donors still dominate, so this sum is close to $gxe^{a}$, and

$$N_D^+=\frac{N_D}{gxe^{a}},\qquad N_D^-=\frac{N_D\,x\,e^{b}}{g}.$$

Neutrality is now $N_D^+=n+N_D^-$. Multiplying by $gxe^{a}/N_D$,

$$1=x^2e^{a}\left(\frac{gN_c}{N_D}+e^{b}\right),$$

and the logarithm, multiplied by $kT/2$, gives

$$\Delta=-\frac{kT}{2}\ln\Sigma,\qquad\Sigma=A+e^{b},\qquad A=\frac{gN_c}{N_D}.$$

Since $\Sigma\ge e^{b}$, $\Delta\le-E_b/2$: the Fermi level never rises above the midpoint. For the slope, use $T\,dA/dT=\frac32A$ and $T\,de^{b}/dT=-be^{b}$:

$$\frac{d}{dT}(T\ln\Sigma)=\ln\Sigma+\frac{\frac32A-be^{b}}{\Sigma}\ge b\left(1-\frac{e^{b}}{\Sigma}\right)+\frac{3A}{2\Sigma}>0.$$

The inequality uses $\ln\Sigma\ge b$. Hence $\Delta$ falls steadily with temperature from its limit $-E_b/2$ at $T\to0$, and the maximum at finite temperature is gone. This holds even for $E_b=0$.

The one-electron model is recovered if the second electron is unbound by an energy $u$. Then $e^{b}$ is replaced by $e^{-u/kT}$, which must be small compared with $A(T_p)=e^{-3/2}$. The maximum therefore keeps its predicted place and height only if $u$ exceeds $kT_p$ several times over.

For silicon take $E_b\approx1.7$ meV, a rough value for an isolated donor. At $T_p$ the ratio of the two negative charges is

$$\frac{N_D^-}{n}=\frac{e^{b}}{A}=e^{3/2+1.7/0.1419}\approx10^{5.9}.$$

The ionized donors are balanced by D⁻ centres, not by band electrons. The offset at 1.65 K becomes $-0.85$ meV instead of $+0.106$ meV. The change is about nine times the height of the predicted maximum. The value is only indicative. The second electron extends over $\hbar/\sqrt{2\bar mE_b}\approx8$ nm with $\bar m=(m_lm_t^2)^{1/3}$, comparable with the donor spacing of about 12 nm, so at this doping D⁻ is no longer an isolated centre.

### (j) What do a few acceptors do?

Add $N_A$ acceptors per volume, all of which have captured an electron. Leave D⁻ aside at first. Find the Fermi level for $n\ll N_A<N_D$, and for $N_A$ equal to the electron density $n_0$ of the uncompensated crystal.

**Solution.** Neutrality is $n+N_A=N_D^+$. If $n\ll N_A$, the number of ionized donors is fixed by the acceptors:

$$N_A=\frac{N_D}{1+gxe^{a}}\quad\Longrightarrow\quad gxe^{a}=\frac{N_D-N_A}{N_A}.$$

Taking the logarithm,

$$\mu=-E_d+kT\ln\frac{N_D-N_A}{gN_A}.$$

The Fermi level is now tied to the donor level and not to the midpoint. For $N_A=10^{12}\ \mathrm{cm^{-3}}$, one acceptor per $10^5$ donors,

$$\mu=-45+0.1419\,\ln(5\times10^4)=-43.5\ \mathrm{meV}$$

at $T_p$, about 21 meV below the uncompensated value. At this Fermi level D⁻ is irrelevant. Its population relative to neutral donors is $xe^{b}/g$, with an exponent $(\mu+E_b)/kT\approx-294$.

This value leaves out the Coulomb attraction between a charged acceptor and an ionized donor. With a relative permittivity of 11.7 it is about 10 meV at a distance of 12 nm, typical of the nearest donor at this doping, and so far larger than $kT_p$. Donors near an acceptor are therefore easier to ionize, and neutrality is reached at a Fermi level a few meV higher, still far below the midpoint.

To find how few acceptors suffice, write the ionized density in freeze-out as $N_D^+=n_0^2/n$, which follows from $N_D^+\propto1/x$ and $n\propto x$. With $N_A=n_0$,

$$n(n+n_0)=n_0^2,\qquad\frac n{n_0}=\frac{\sqrt5-1}{2}.$$

The Fermi level falls by $kT\ln(n_0/n)=0.48\,kT$, most of the $0.75\,kT$ under discussion. "Uncompensated" therefore has to mean $N_A\ll n_0$. In the example $n_0\approx10^{-52.5}\ \mathrm{cm^{-3}}$, so a single acceptor in the sample violates the condition.

### (k) Which other omissions matter, and what remains for real silicon?

Estimate the effects of excited donor states, band filling, neighbouring donors, and the time needed to reach equilibrium.

**Solution.** The six valleys and two spins give twelve states in the lowest donor shell. Two form the ground state, and ten lie higher, by roughly 12 meV. Their relative population at $T_p$ is $\frac{10}{2}e^{-12/0.1419}\approx10^{-36}$, which is negligible. So is band filling, since the Fermi level is $158\,kT$ below the band edge.

Neighbouring donors are less harmless. For randomly placed donors, the probability that none lies within $\rho$ of a given donor is $e^{-4\pi N_D\rho^3/3}$. Integrating it over $\rho$ gives the mean distance to the nearest neighbour, 11.9 nm. A hydrogen-like orbital with binding energy $E_d$ and mass $\bar m=(m_lm_t^2)^{1/3}$ has radius $\hbar/\sqrt{2\bar mE_d}=1.62$ nm. The ratio of the two lengths is $R=7.4$.

The hopping energy $t$ between two such orbitals, in units of $2E_d$, is $K-SJ$. Here $K=(1+R)e^{-R}$ is the attraction of the overlap charge to one core, $S=(1+R+R^2/3)e^{-R}$ is the overlap, and $J\approx1/R$ is the attraction of one orbital's charge to the other core. The subtraction removes the part due to non-orthogonality. Thus

$$t=2E_d\left(\frac{2R}{3}-\frac1R\right)e^{-R}\approx0.28\ \mathrm{meV}.$$

If one electron is missing from such a pair, the other is shared and gains the energy $t$. The shared electron also has a second state, raised by $t$. These two states replace two of equal energy, so the partition function of the pair grows by the factor $\frac12(e^{t/kT}+e^{-t/kT})=\cosh(t/kT)$. At $T_p$ the free energy $F(M-1)$ thus falls by $kT_p\ln\cosh(t/kT_p)\approx0.18$ meV. By the definition in part (g), this would raise the Fermi level by half as much, about 0.09 meV, if all pairs had the mean distance.

In a random crystal the effect is larger, because the missing electron is found mostly where the gain is greatest. About one donor in five has a neighbour within five orbital radii, and at that distance $t\approx1.9$ meV. With this value for all of them, the average of $\cosh(t/kT_p)$ over the donors is about $\frac15\cdot\frac12e^{t/kT_p}$. The free energy $F(M-1)$ then falls by $t-kT_p\ln10\approx1.6$ meV, and the Fermi level rises by about 0.8 meV. That is several times the 0.106 meV of the maximum. Somewhat closer pairs have a larger $t$ and a larger net gain, up to about 2.7 meV near four radii in the scaled hydrogen molecule, which brings the rise to somewhat over 1 meV. The stronger binding of their neutral state limits this gain. For the closest pairs it even reverses the gain, just as a hydrogen molecule is harder to ionize than a hydrogen atom. The estimate ignores this and the valley structure of the orbitals, so it gives an order of magnitude and not a correction to apply.

With both electrons present, a spin singlet can mix with the states in which one donor holds both. Apart from the attraction between the two ions, these lie higher by $2E_d-(E_d+E_b)=E_d-E_b$. The singlet couples to their symmetric combination with strength $2t$, the triplet not at all. Second-order perturbation theory gives the splitting $4t^2/(E_d-E_b)\approx0.007$ meV. This is about 5% of $kT_p$. The attraction, about $2E_d/R=12$ meV, narrows the gap and raises the splitting to about 0.010 meV, which is still only 7% of $kT_p$. At the mean distance the spins thus remain nearly free and $g=2$ is reasonable. This fails for closer pairs. At five radii the same formula gives $4\times1.9^2/43.3\approx0.3$ meV, about twice $kT_p$, so roughly a quarter of the donors have a neighbour near enough to favour the singlet.

Equilibrium is the last question. Let band electrons be captured at the rate $CnN_D^+$ per volume, and let each neutral donor emit at the rate $e_n$. In equilibrium the two processes balance. With $N_D^+/N_D^0=e^{-a}/(gx)$, where $N_D^0$ is the density of neutral donors, and $n=N_cx$,

$$e_n=\frac{CnN_D^+}{N_D^0}=\frac{CN_c}{g}\,e^{-E_d/kT}.$$

At $T_p$ the exponential is $10^{-137.7}$. Even with a prefactor chosen as high as $10^{13}\ \mathrm{s^{-1}}$, thermal emission would take about $10^{125}$ s per donor. Only the fraction $10^{-69.5}$ of the donors has to emit, so the time to build up the equilibrium density $n_0$ is shorter, about $n_0/(e_nN_D)\approx10^{55}$ s, but still far beyond reach. On cooling, the band is emptied by capture, and emission then plays no part on any laboratory time scale.

Set beside real material, a phosphorus density of $10^{17}\ \mathrm{cm^{-3}}$ is ordinary, the depth of 45 meV is a fair rough value for well-separated donors, and 1.65 K can be reached with pumped liquid helium. What is far from typical is the absence of acceptors. The $10^{12}\ \mathrm{cm^{-3}}$ of part (j) is a modest contamination, yet it lowers the Fermi level by more than 10 meV, even when the attraction between acceptors and ionized donors is allowed for. That is over a hundred times the height of the maximum. In a hypothetical crystal without acceptors and with well-separated donors, the D⁻ state would still remove the maximum. The three-quarters rule is therefore a property of the one-electron donor model in equilibrium, and not a prediction for a measurement on silicon. The formula for $\Delta$ can serve at higher temperatures, provided that $N_A\ll n\ll N_D$, that $e^{E_b/kT}\ll gN_c/N_D$, that the excited donor states are still hardly occupied, and that the donors are far enough apart. For the example, with $N_A=10^{12}\ \mathrm{cm^{-3}}$, the first three conditions hold only marginally and only near 30 to 40 K, where the formula is still off by about $0.1\,kT$. Most of the computed values behind these estimates are in the numerical output.

## Table of computed values

```
Scaled model: E_d/kT_p, T_peak/T_p, peak offset/kT_peak
   10  1.010688  0.743811
   20  1.000148  0.749900
   40  1.000000  0.750000
Peak offset/kT, g = 4: 0.75000
Peak offset/kT, two-dimensional band: 0.5000
Canonical offset/kT, 10^6 donors: 0.74996
Canonical offset/kT, 50 donors: 0.75000
Input N_D = 1.0e+17 cm^-3, E_d = 45.0 meV, g = 2
Input m_l = 0.92, m_t = 0.19 (free-electron masses)
Density-of-states mass, six valleys = 1.0614
N_c(300 K) = 2.744e+19 cm^-3
N_c(T_p) = 1.1157e+16 cm^-3
T_p from formula = 1.6465 K
T_p from full solution = 1.6465 K
kT_p = 0.14188 meV, E_d/kT_p = 317.2
Peak offset, full solution = 0.10641 meV
Peak offset/kT = 0.75000
Fermi level at peak = -22.3936 meV from band edge
Midpoint crossed again at 4.4756 K
Temperature (K), offset (meV)
  0.4116  +0.06348
  0.8232  +0.09009
  1.6465  +0.10641
  3.2930  +0.06531
  4.4756  +0.00000
  6.5860  -0.16443
Other dopings: N_D (cm^-3), T_peak (K), offset (meV)
  1e+15  0.0764  0.00494
  1e+16  0.3547  0.02293
  1e+18  7.6423  0.49392
log10(n / cm^-3) at peak = -52.50
log10(n/N_D) at peak = -69.50
D- binding, rough input = 1.7 meV
Offset at T_p with D- = -0.8500 meV
log10(D- density/n) at T_p = 5.86
Fermi level at T_p, N_A = 1e+12 cm^-3: -43.465 meV
Shift for N_A = uncompensated n: -0.4812 kT
Excited donor states, rough input = 12.0 meV above ground
log10(excited/ground population) = -36.0
(Band edge - Fermi level)/kT at peak = 157.8
Mean nearest-donor distance = 11.93 nm
Donor orbital radius, estimate = 1.62 nm
Hopping energy, estimate = 0.275 meV
Exchange energy, estimate = 0.0070 meV
log10 of exp(-E_d/kT_p) for emission = -137.7
```
